**Sader–Jarvis force inversion near a sharp inflection**

The program tests the inversion of relative frequency shift W(z) to force F(z) for a sensor of stiffness k and amplitude a, where z is the closest approach and L = √(−F′/F‴) at the inflection. It asserts that the forward formula agrees with the period of the integrated equation of motion, and that the inversion error stays below 5 % for sampled decaying exponentials. It also asserts that an undamped sine force at the first zero of J₁ gives no frequency shift, and that a narrow Lorentzian leaves a false echo 2a below itself with the derived shape. For a model force with a 500 pN attractive onset and L = 0.043 nm, the largest error is 222 pN at a = 0.20 nm, but 15 pN at 0.01 nm and 5 pN at 1.50 nm. Further assertions cover the echo position at a = 0.20 nm, the noise at that amplitude against random draws, the large-amplitude noise law and the effect of halving the grid step. The output also shows that the upper edge of the suspect amplitude range is gradual: errors of about 50 pN remain at 0.30 and 0.60 nm. The sizes of several neglected effects are printed, including finite data range, amplitude calibration and thermal motion.

## Verification by program

```python
"""
Result under test: the Sader-Jarvis inversion of frequency shift to force,
  F(z) = 2k Int_z^inf {[1 + sqrt(a)/(8 sqrt(pi (t-z)))] W(t)
                       - a^1.5/sqrt(2 (t-z)) dW/dt} dt,
is accurate to 5 % for decaying exponentials, but a force feature narrow
compared with the amplitude produces a false echo 2a below itself.
Symbols: z closest approach (nm), a amplitude (nm), k stiffness (nN/nm = N/m),
W = (frequency shift)/(free frequency), F force (nN, repulsive positive),
L = sqrt(-F'/F''') at the inflection, h grid step (nm).
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.signal import fftconvolve
from scipy.special import ive, jn_zeros


def frequency_shift(force, z, a, k, nodes=400):
    """Relative frequency shift by Gauss-Chebyshev quadrature over a cycle."""
    total = 0.0
    for u in np.cos((np.arange(nodes) + 0.5) * np.pi / nodes):
        total = total + u * force(z + a * (1 + u))
    return -total / (nodes * a * k)


def invert(shift, h, a, k):
    """Inversion of sampled data, linear in each cell, exact root weights."""
    n = len(shift) - 1
    mean = 0.5 * (shift[1:] + shift[:-1])
    slope = np.diff(shift) / h
    root = 2 * np.sqrt(h) * np.diff(np.sqrt(np.arange(n + 1.0)))

    def tail_sum(cells, weights):
        return fftconvolve(cells[::-1], weights)[:n][::-1]

    smooth = tail_sum(mean, h + np.sqrt(a / np.pi) / 8 * root)
    steep = tail_sum(slope, root) * a**1.5 / np.sqrt(2)
    return 2 * k * (smooth - steep)


def gain(x):
    """Recovered/true ratio for exp(-x z/a), Re x >= 0."""
    x = np.asarray(x, dtype=complex)
    transfer = ive(1, x) * np.exp(-1j * x.imag)
    return 2 / x * (1 + np.sqrt(x) / 8 + np.sqrt(np.pi / 2) * x**1.5) * transfer


# ---------------- model parameters ----------------
k, f0 = 1800.0, 30000.0
hamaker, radius, offset = 0.2, 3.0, 0.6      # nN nm, nm, nm
step_force, step_pos, width = 0.5, 0.5, 0.03  # nN, nm, nm
h, z_max, z_view = 0.002, 20.0, 0.8
temperature = 5.0
noise_ref, a_ref = 0.005, 0.05               # Hz at this amplitude, as 1/a

s = sp.symbols("s", real=True)
background_expr = -hamaker * radius / 6 / (s + offset)**2
force_expr = background_expr - step_force / 2 * (
    1 - sp.tanh((s - step_pos) / (2 * width)))
force = sp.lambdify(s, force_expr, "numpy")
background = sp.lambdify(s, background_expr, "numpy")
d1, d2, d3 = [sp.lambdify(s, sp.diff(force_expr, s, m), "numpy")
              for m in (1, 2, 3)]
z_inf = brentq(d2, step_pos - width / 2, step_pos + width / 2)
L = float(np.sqrt(-d1(z_inf) / d3(z_inf)))
s_factor = float(z_inf**2 / 4 * d3(z_inf) / d1(z_inf))
assert abs(L / (np.sqrt(2) * width) - 1) < 0.1

# ---------------- forward formula against the equation of motion ----------
a_test, z_test, weak = 0.05, 0.42, 0.01


def motion(t, y):
    return [y[1], -y[0] + weak * force(z_test + a_test + y[0]) / k]


def turning(t, y):
    return y[1]


turning.direction = 1
orbit = solve_ivp(motion, (0, 7), [-a_test, 0.0], method="DOP853",
                  rtol=1e-12, atol=1e-15, max_step=0.05, events=turning)
shift_motion = (2 * np.pi / orbit.t_events[0][-1] - 1) / weak
shift_formula = float(frequency_shift(force, z_test, a_test, k))
assert abs(shift_motion / shift_formula - 1) < 2e-3

# ---------------- gain: real, complex and invisible modes ----------------
real_error = np.max(np.abs(gain(np.logspace(-4, 4, 4001)) - 1))
assert real_error < 0.05
z = np.arange(0, z_max + h / 2, h)
lam, a_mode = 2 + 1j / L, 0.1
wave = invert(frequency_shift(lambda q: np.exp(-lam * q), z, a_mode, k),
              h, a_mode, k)
near = z[:-1] < 2
wave_diff = np.max(np.abs(wave - gain(lam * a_mode) * np.exp(-lam * z[:-1]))[near])
assert wave_diff < 0.01
null_y = jn_zeros(1, 1)[0]
null_shift = frequency_shift(lambda q: np.cos(null_y * q / a_mode),
                             z[:500], a_mode, k)
assert np.max(np.abs(null_shift)) * a_mode * k < 1e-10
y_scan = np.linspace(0.01, 30, 6000)
max_gain = np.max(np.abs(gain(1j * y_scan)))

# ---------------- echo of a narrow Lorentzian, a = k = height = 1 ---------
narrow, centre, fine = 0.005, 3.0, 0.00025


def lorentz(q):
    return narrow**2 / ((q - centre)**2 + narrow**2)


zl = np.arange(0.5, 4.0, fine)
rec = invert(frequency_shift(lorentz, zl, 1.0, 1.0, nodes=2400), fine, 1.0, 1.0)
zl = zl[:-1]
zone = np.abs(zl - (centre - 2)) < 20 * narrow
lag = zl[zone] + 2 - centre
false_force = rec[zone] - lorentz(zl[zone])
echo_law = -narrow * lag / (lag**2 + narrow**2)
echo_diff = np.max(np.abs(false_force - echo_law))
assert echo_diff < 0.05

# ---------------- worked example: inversion at several amplitudes ---------
view = z[:-1] <= z_view
zv = z[:-1][view]
true = force(zv)
amplitudes = [0.01, 0.03, 0.05, 0.12, 0.20, 0.30, 0.60, 1.50]
err, where, noise, data, recovered = {}, {}, {}, {}, {}
impulse = np.zeros(len(z))
impulse[-2] = 1.0
for a in amplitudes:
    data[a] = frequency_shift(force, z, a, k)
    recovered[a] = invert(data[a], h, a, k)
    deviation = recovered[a][view] - true
    spot = np.argmax(np.abs(deviation))
    err[a], where[a] = abs(deviation[spot]), zv[spot]
    sigma = noise_ref * a_ref / a / f0
    noise[a] = sigma * np.linalg.norm(invert(impulse, h, a, k))
    smooth_rec = invert(frequency_shift(background, z, a, k), h, a, k)[view]
    assert np.max(np.abs(smooth_rec / background(zv) - 1)) < 0.055
safe, bad, large = 0.01, 0.20, 1.50
assert err[bad] > 3 * err[safe] and err[bad] > 3 * err[large]
assert abs(where[bad] - (z_inf - 2 * bad)) < 1.5 * width
assert err[bad] > 10 * noise[bad]

# noise: random draws, and the large-amplitude law
rng = np.random.default_rng(7)
sigma_bad = noise_ref * a_ref / bad / f0
draws = [invert(sigma_bad * rng.standard_normal(len(z)), h, bad, k)[0]
         for _ in range(400)]
noise_draws = np.std(draws)
assert abs(noise_draws / noise[bad] - 1) < 0.15
weights = np.diff(np.sqrt(np.arange(5000.0)))
noise_const = np.sqrt(weights[0]**2 + np.sum(np.diff(weights)**2))
noise_law = (2 * np.sqrt(2) * noise_const * k * large**1.5 / np.sqrt(h)
             * noise_ref * a_ref / large / f0)
assert abs(noise_law / noise[large] - 1) < 0.02

# practical test: recompute the data from the recovered force
residual = {}
for a in (safe, bad):
    spline = CubicSpline(z[:-1], recovered[a])
    again = frequency_shift(spline, zv, a, k)
    residual[a] = (np.max(np.abs(again - data[a][:-1][view]))
                   / np.max(np.abs(data[a][:-1][view])))
assert residual[bad] > residual[safe]

# ---------------- sizes of neglected effects ----------------
z_half = np.arange(0, z_max + h / 4, h / 2)
rec_half = invert(frequency_shift(force, z_half, bad, k), h / 2, bad, k)[::2]
grid_error = np.max(np.abs(rec_half[:len(zv)] - recovered[bad][view]))
assert grid_error < 0.02 * step_force
short = invert(data[bad][z <= 5.0], h, bad, k)
range_error = abs(short[0] - recovered[bad][0])
wrong_a = invert(data[large], h, 1.05 * large, k)
calibration = abs(wrong_a[0] / recovered[large][0] - 1)
theta = (np.arange(400) + 0.5) * np.pi / 400
cycle = force(zv[:, None] + a_ref * (1 + np.cos(theta)))
static = np.max(np.abs(cycle.mean(axis=1))) / k
second = np.max(np.abs(2 * (cycle * np.cos(2 * theta)).mean(axis=1))) / (3 * k)
second_order = max(np.max(np.abs(data[a])) for a in amplitudes) / 2
thermal = np.sqrt(constants.k * temperature / k)

# ---------------- printed numbers ----------------
print(f"stiffness {k:.0f} N/m, free frequency {f0:.0f} Hz")
print(f"Hamaker constant {hamaker:.2f} nN nm, tip radius {radius:.1f} nm")
print(f"background distance offset {offset:.2f} nm")
print(f"onset force {1e3*step_force:.0f} pN at {step_pos:.2f} nm")
print(f"onset width parameter {width:.3f} nm")
print(f"grid step {h:.3f} nm, data range {z_max:.0f} nm")
print(f"errors searched from 0 to {z_view:.1f} nm")
print(f"inflection position {z_inf:.4f} nm, length L {L:.4f} nm")
print(f"window: {L:.3f} nm to {z_inf/2:.3f} nm, S = {s_factor:.1f}")
print(f"largest force gradient {d1(z_inf):.2f} N/m")
print(f"cycle test at z = {z_test:.2f} nm, a = {a_test:.2f} nm:")
print(f"  shift from motion  {shift_motion*f0:.4f} Hz (weak-force limit)")
print(f"  shift from formula {shift_formula*f0:.4f} Hz")
print(f"largest gain error, real exponentials {100*real_error:.2f} %")
for y in (0.25, 1.0, 3.0):
    print(f"sine mode a/L = {y:.2f}: |G| = {abs(gain(1j*y)):.3f}, "
          f"|G-1| = {abs(gain(1j*y)-1):.3f}")
print(f"first invisible mode a/L = {null_y:.4f}")
print(f"largest |G| for a/L up to 30: {max_gain:.3f}")
print(f"damped-wave test, largest difference {wave_diff:.5f}")
print(f"Lorentzian half-width/a = {narrow:.3f}, height 1:")
print(f"  echo extremes {false_force.max():.3f} and {false_force.min():.3f}")
print(f"  largest difference from echo law {echo_diff:.4f}")
print("a(nm)  a/L  maxerr(pN) %onset  at z(nm) echo z(nm) noise(pN)")
for a in amplitudes:
    print(f"{a:5.2f} {a/L:6.2f} {1e3*err[a]:8.1f} {100*err[a]/step_force:8.1f}"
          f" {where[a]:8.3f} {z_inf-2*a:9.3f} {1e3*noise[a]:9.3f}")
i_bad = int(round(where[bad] / h))
print(f"at z = {where[bad]:.3f} nm: true force {1e3*true[i_bad]:.1f} pN")
for a in (safe, bad, large):
    print(f"  recovered with a = {a:.2f} nm: {1e3*recovered[a][i_bad]:.1f} pN")
print(f"frequency noise {1e3*noise_ref:.1f} mHz at a = {a_ref:.2f} nm, as 1/a")
print(f"force noise from 400 draws, a = {bad:.2f} nm: {1e3*noise_draws:.3f} pN")
print(f"noise constant {noise_const:.4f}; law at a = {large:.2f} nm: "
      f"{1e3*noise_law:.3f} pN")
for a in (safe, bad):
    print(f"data residual, a = {a:.2f} nm: {100*residual[a]:.1f} % of peak shift")
print(f"halving grid step, a = {bad:.2f} nm: {1e3*grid_error:.2f} pN")
print(f"data cut at 5 nm, a = {bad:.2f} nm: {1e3*range_error:.2f} pN at z = 0")
print(f"5 % amplitude error, a = {large:.2f} nm: {100*calibration:.1f} % of force")
print(f"static deflection, a = {a_ref:.2f} nm: {1e3*static:.3f} pm")
print(f"second harmonic, a = {a_ref:.2f} nm: {1e3*second:.4f} pm")
print(f"second-order part of frequency shift {100*second_order:.3f} %")
print(f"thermal sensor motion at {temperature:.0f} K: {1e12*thermal:.3f} pm")
print("no test failed")
```

It prints:

```
stiffness 1800 N/m, free frequency 30000 Hz
Hamaker constant 0.20 nN nm, tip radius 3.0 nm
background distance offset 0.60 nm
onset force 500 pN at 0.50 nm
onset width parameter 0.030 nm
grid step 0.002 nm, data range 20 nm
errors searched from 0 to 0.8 nm
inflection position 0.4998 nm, length L 0.0432 nm
window: 0.043 nm to 0.250 nm, S = -33.5
largest force gradient 4.32 N/m
cycle test at z = 0.42 nm, a = 0.05 nm:
  shift from motion  -26.8212 Hz (weak-force limit)
  shift from formula -26.8215 Hz
largest gain error, real exponentials 4.59 %
sine mode a/L = 0.25: |G| = 0.939, |G-1| = 0.103
sine mode a/L = 1.00: |G| = 0.876, |G-1| = 0.363
sine mode a/L = 3.00: |G| = 1.329, |G-1| = 0.958
first invisible mode a/L = 3.8317
largest |G| for a/L up to 30: 1.993
damped-wave test, largest difference 0.00378
Lorentzian half-width/a = 0.005, height 1:
  echo extremes 0.487 and -0.514
  largest difference from echo law 0.0179
a(nm)  a/L  maxerr(pN) %onset  at z(nm) echo z(nm) noise(pN)
 0.01   0.23     14.5      2.9    0.474     0.480     0.611
 0.03   0.69     46.8      9.4    0.424     0.440     0.277
 0.05   1.16     76.2     15.2    0.382     0.400     0.275
 0.12   2.78    158.0     31.6    0.244     0.260     0.386
 0.20   4.63    222.3     44.5    0.088     0.100     0.495
 0.30   6.94     55.4     11.1    0.000    -0.100     0.606
 0.60  13.89     46.8      9.4    0.000    -0.700     0.856
 1.50  34.72      4.8      1.0    0.000    -2.500     1.354
at z = 0.088 nm: true force -711.3 pN
  recovered with a = 0.01 nm: -715.5 pN
  recovered with a = 0.20 nm: -488.9 pN
  recovered with a = 1.50 nm: -712.3 pN
frequency noise 5.0 mHz at a = 0.05 nm, as 1/a
force noise from 400 draws, a = 0.20 nm: 0.453 pN
noise constant 1.1651; law at a = 1.50 nm: 1.354 pN
data residual, a = 0.01 nm: 5.5 % of peak shift
data residual, a = 0.20 nm: 37.0 % of peak shift
halving grid step, a = 0.20 nm: 0.17 pN
data cut at 5 nm, a = 0.20 nm: 2.80 pN at z = 0
5 % amplitude error, a = 1.50 nm: 6.5 % of force
static deflection, a = 0.05 nm: 0.410 pm
second harmonic, a = 0.05 nm: 0.0051 pm
second-order part of frequency shift 0.060 %
thermal sensor motion at 5 K: 0.196 pm
no test failed
```
